# Density Matrices as Mixtures of Projectors, and the Aufbau Minimum: a numerical check

```python
"""
Result under test. Let C_N be the Hermitian M x M matrices D with eigenvalues
in [0,1] and trace N (N an integer). Then
 (A) C_N is the convex hull of the rank-N orthogonal projectors, which are
     its extreme points;
 (B) the minimum of Tr(F D) over C_N is the sum of the N lowest eigenvalues
     of F, reached by the aufbau projector P, with
     Tr F(D-P) >= g (N - Tr P D) >= (g/2) ||D-P||^2,
     where g is the gap between levels N and N+1 (Frobenius norm).
The model is a closed-shell mean-field chain: D is the density matrix of one
spin, h the hopping matrix, U the on-site repulsion, F = h + U diag(D),
E(D) = 2 Tr(h D) + U sum_i D_ii^2. Model energies are in eV.
"""
from fractions import Fraction
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

rng = np.random.default_rng(7)


def trace(a, b):
    return float(np.real(np.trace(a @ b)))


def random_hermitian(size):
    a = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return (a + a.conj().T) / 2


def thermal_density(size, n_occ):
    """Random member of C_N: Fermi function of a random Hermitian matrix."""
    e, v = np.linalg.eigh(random_hermitian(size))
    mu = brentq(lambda m: expit(m - e).sum() - n_occ,
                e[0] - 40, e[-1] + 40, xtol=1e-14)
    return (v * expit(mu - e)) @ v.conj().T


def split_occupations(occ, n_occ, tol):
    """Write occupations as a weighted sum of 0/1 patterns with n_occ ones."""
    rest, left, terms = list(occ), type(occ[0])(1), []
    while left > tol:
        order = sorted(range(len(rest)), key=lambda i: -rest[i])
        chosen, others = order[:n_occ], order[n_occ:]
        weight = min(min(rest[i] for i in chosen),
                     left - max(rest[i] for i in others))
        assert weight > 0
        for i in chosen:
            rest[i] -= weight
        left -= weight
        terms.append((weight, sorted(chosen)))
    return terms


def nearest_in_set(matrix, n_occ):
    """Euclidean projection onto C_N: shift the eigenvalues, then clip."""
    e, v = np.linalg.eigh(matrix)
    shift = brentq(lambda s: np.clip(e - s, 0, 1).sum() - n_occ,
                   e[0] - 1, e[-1], xtol=1e-14)
    return (v * np.clip(e - shift, 0, 1)) @ v.conj().T


def numerical_minimizer(fock, n_occ, step=20.0, cycles=300):
    """Projected gradient for Tr(F D) from a random member of C_N."""
    d = thermal_density(len(fock), n_occ)
    for _ in range(cycles):
        d = nearest_in_set(d - step * fock, n_occ)
    return d


def violation(d):
    """How far the eigenvalues of d lie outside [0,1]."""
    e = np.linalg.eigvalsh(d)
    return max(e[-1] - 1, -e[0])


# ---- convex hull: random densities are rebuilt from projectors ----
size = 6
hull_error = 0.0
for n_occ in range(1, size):
    for _ in range(10):
        d = thermal_density(size, n_occ)
        occ, v = np.linalg.eigh(d)
        terms = split_occupations(occ, n_occ, 1e-10)
        assert len(terms) <= size
        assert abs(sum(w for w, _ in terms) - 1) < 1e-9
        rebuilt = np.zeros_like(d)
        for w, chosen in terms:
            p = v[:, chosen] @ v[:, chosen].conj().T
            assert np.allclose(p @ p, p, atol=1e-12)
            assert abs(np.trace(p) - n_occ) < 1e-11
            rebuilt += w * p
        hull_error = max(hull_error, np.abs(rebuilt - d).max())
assert hull_error < 1e-9

# mixtures of non-commuting projectors stay in the set
for _ in range(50):
    weights = rng.dirichlet(np.ones(4))
    mix = np.zeros((size, size), complex)
    for w in weights:
        v = np.linalg.eigh(random_hermitian(size))[1][:, :3]
        mix += w * (v @ v.conj().T)
    assert violation(mix) < 1e-12 and abs(np.trace(mix) - 3) < 1e-11

# ---- extreme points ----
v = np.linalg.eigh(random_hermitian(size))[1]
p = v[:, :3] @ v[:, :3].conj().T
for _ in range(200):
    x = random_hermitian(size)
    x -= np.eye(size) * np.trace(x) / size
    assert max(violation(p + 1e-3 * x), violation(p - 1e-3 * x)) > 1e-8
rotation = np.outer(v[:, 0], v[:, 3].conj())
rotation = rotation + rotation.conj().T
for sign in (1, -1):      # pure orbital rotation: leaves at second order
    assert violation(p + sign * 1e-3 * rotation) > 5e-7
d = thermal_density(size, 3)
occ, v = np.linalg.eigh(d)
x = np.outer(v[:, 2], v[:, 2].conj()) - np.outer(v[:, 3], v[:, 3].conj())
room = 0.5 * min(occ[2], 1 - occ[2], occ[3], 1 - occ[3])
assert room > 1e-6
assert violation(d + room * x) < 0 and violation(d - room * x) < 0

# ---- linear minimum and gap bounds for random complex F ----
solver_error = 0.0
for n_occ in range(1, size):
    fock = random_hermitian(size)
    e, v = np.linalg.eigh(fock)
    p = v[:, :n_occ] @ v[:, :n_occ].conj().T
    gap = e[n_occ] - e[n_occ - 1]
    best = numerical_minimizer(fock, n_occ)
    assert violation(best) < 1e-10
    solver_error = max(solver_error, abs(trace(fock, best) - e[:n_occ].sum()))
    for _ in range(100):
        d = thermal_density(size, n_occ)
        excess = trace(fock, d - p)
        bound = gap * (n_occ - trace(p, d))
        assert excess >= bound - 1e-10
        assert bound >= gap / 2 * np.linalg.norm(d - p) ** 2 - 1e-10
    keep = list(range(n_occ - 1)) + [n_occ]
    swap = v[:, keep] @ v[:, keep].conj().T
    assert abs(trace(fock, swap - p) - gap) < 1e-11
    assert abs(gap / 2 * np.linalg.norm(swap - p) ** 2 - gap) < 1e-11
assert solver_error < 1e-8

# overlapping basis: generalized eigenvalues give the same minimum
a = random_hermitian(size)
overlap = np.eye(size) + 0.2 * a @ a
fock = random_hermitian(size)
s, v = np.linalg.eigh(overlap)
inv_root = (v / np.sqrt(s)) @ v.conj().T
fock_orth = inv_root @ fock @ inv_root
best = numerical_minimizer(fock_orth, 3)
general = eigh(fock, overlap, eigvals_only=True)
assert abs(trace(fock_orth, best) - general[:3].sum()) < 1e-8

# ---- worked example: four-site chain, two electron pairs ----
hopping, repulsion, n_occ = 0.5, 4.0, 2
occ = [Fraction(19, 20), Fraction(7, 10), Fraction(1, 4), Fraction(1, 10)]
D = np.diag([float(n) for n in occ])
h = -hopping * (np.eye(4, k=1) + np.eye(4, k=-1))


def energy(d):
    return 2 * trace(h, d) + repulsion * float(np.sum(np.diag(d) ** 2))


F = h + repulsion * np.diag(np.diag(D))
levels, C = np.linalg.eigh(F)
P = C[:, :n_occ] @ C[:, :n_occ].T
gap = levels[n_occ] - levels[n_occ - 1]
print(f"hopping = {hopping} eV, repulsion U = {repulsion} eV, N = {n_occ}")
print("site occupations of D:", [float(n) for n in occ])
print("diagonal of F (eV):", np.round(np.diag(F), 4))
terms = split_occupations(occ, n_occ, 0)
rebuilt, average = np.zeros((4, 4)), 0.0
for w, chosen in terms:
    site_p = np.diag([1.0 if i in chosen else 0.0 for i in range(4)])
    value = trace(F, site_p)
    rebuilt += float(w) * site_p
    average += float(w) * value
    print(f"weight {float(w):.2f}, sites {[i + 1 for i in chosen]}, "
          f"Tr(F P_k) = {value:.4f} eV")
assert sum(w for w, _ in terms) == 1
assert np.allclose(rebuilt, D, atol=1e-14)
assert abs(average - trace(F, D)) < 1e-12
print(f"weighted average of Tr(F P_k) = {average:.4f} eV")
print(f"Tr(F D) = {trace(F, D):.4f} eV")
print("levels of F (eV):", np.round(levels, 4))
print(f"gap g = {gap:.4f} eV")
best = numerical_minimizer(F, n_occ)
assert abs(trace(F, best) - levels[:n_occ].sum()) < 1e-8
assert np.abs(best - P).max() < 1e-6
minimum = levels[:n_occ].sum()
print(f"sum of two lowest levels = {minimum:.6f} eV")
print(f"the same minimum = {minimum * constants.e:.4e} J")
print(f"minimum from projected gradient = {trace(F, best):.6f} eV")

d_level = np.diag(C.T @ D @ C)
mu = (levels[n_occ] + levels[n_occ - 1]) / 2
upper = float(np.sum((levels[n_occ:] - mu) * d_level[n_occ:]))
lower = float(np.sum((mu - levels[:n_occ]) * (1 - d_level[:n_occ])))
excess = trace(F, D - P)
moved = n_occ - trace(P, D)
norm2 = np.linalg.norm(D - P) ** 2
assert abs(upper + lower - excess) < 1e-12
assert excess >= gap * moved >= gap / 2 * norm2
print("occupations d_i of the levels of F:", np.round(d_level, 4))
print(f"mid-gap mu = {mu:.4f} eV")
print(f"excess from levels above mu = {upper:.4f} eV")
print(f"excess from levels below mu = {lower:.4f} eV")
print(f"Tr F(D-P) = {excess:.4f} eV")
print(f"N - Tr(P D) = {moved:.4f}")
print(f"g (N - Tr P D) = {gap * moved:.4f} eV")
print(f"||D-P||^2 = {norm2:.4f}")
print(f"(g/2) ||D-P||^2 = {gap / 2 * norm2:.4f} eV")

# ---- damping step from D towards P ----
slope = 2 * trace(F, P - D)
curvature = repulsion * float(np.sum(np.diag(P - D) ** 2))
best_step = min(1.0, -slope / (2 * curvature))


def path(lam):
    return energy(D + lam * (P - D))


finite_slope = (path(1e-4) - path(-1e-4)) / 2e-4
assert abs(finite_slope - slope) < 1e-7
search = minimize_scalar(path, bounds=(0, 1), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - best_step) < 1e-5
assert path(1.0) > path(0.0) > path(best_step)
damped = D + best_step * (P - D)
beyond = P + 0.2 * (P - D)
assert violation(damped) < 1e-12 and abs(np.trace(damped) - n_occ) < 1e-12
assert violation(beyond) > 1e-3
print(f"slope dE/dlambda at 0 = {slope:.4f} eV")
print(f"slope from finite difference = {finite_slope:.4f} eV")
print(f"coefficient of lambda^2 = {curvature:.4f} eV")
print(f"optimal step lambda = {best_step:.4f}")
print(f"E at lambda = 0: {path(0.0):.4f} eV")
print(f"E at lambda = 1: {path(1.0):.4f} eV")
print(f"E at optimal lambda: {path(best_step):.4f} eV")
print("eigenvalues of damped D:", np.round(np.linalg.eigvalsh(damped), 4))
print("eigenvalues of P + 0.2(P-D):",
      np.round(np.linalg.eigvalsh(beyond), 4))

# ---- degenerate frontier level: four-site ring without repulsion ----
ring = h.copy()
ring[0, 3] = ring[3, 0] = -hopping
e, v = np.linalg.eigh(ring)
assert abs(e[2] - e[1]) < 1e-12
fractional = (v * np.array([1.0, 0.5, 0.5, 0.0])) @ v.T
best = numerical_minimizer(ring, n_occ)
filling = np.real(np.diag(v.T @ best @ v))
assert abs(filling[0] - 1) < 1e-6 and abs(filling[3]) < 1e-6
assert abs(trace(ring, fractional) - trace(ring, best)) < 1e-8
non_idempotency = trace(fractional, np.eye(4) - fractional)
assert non_idempotency > 0.1
print("ring levels (eV):", np.round(e, 4) + 0.0)
print(f"ring minimum, projected gradient = {trace(ring, best):.4f} eV")
print(f"ring Tr(F D), half-filled pair = {trace(ring, fractional):.4f} eV")
print(f"ring Tr(D - D^2) of that D = {non_idempotency:.4f}")
print(f"largest hull rebuilding error = {hull_error:.1e}")
print(f"largest solver deviation, random F = {solver_error:.1e}")
print("done: every assertion held")
```

Running it gives:

```
hopping = 0.5 eV, repulsion U = 4.0 eV, N = 2
site occupations of D: [0.95, 0.7, 0.25, 0.1]
diagonal of F (eV): [3.8 2.8 1.  0.4]
weight 0.70, sites [1, 2], Tr(F P_k) = 6.6000 eV
weight 0.20, sites [1, 3], Tr(F P_k) = 4.8000 eV
weight 0.05, sites [1, 4], Tr(F P_k) = 4.2000 eV
weight 0.05, sites [3, 4], Tr(F P_k) = 1.4000 eV
weighted average of Tr(F P_k) = 5.8600 eV
Tr(F D) = 5.8600 eV
levels of F (eV): [0.0924 1.1647 2.7227 4.0202]
gap g = 1.5581 eV
sum of two lowest levels = 1.257102 eV
the same minimum = 2.0141e-19 J
minimum from projected gradient = 1.257102 eV
occupations d_i of the levels of F: [0.1468 0.2408 0.7061 0.9063]
mid-gap mu = 1.9437 eV
excess from levels above mu = 2.4319 eV
excess from levels below mu = 2.1710 eV
Tr F(D-P) = 4.6029 eV
N - Tr(P D) = 1.6124
g (N - Tr P D) = 2.5122 eV
||D-P||^2 = 2.6898
(g/2) ||D-P||^2 = 2.0954 eV
slope dE/dlambda at 0 = -9.2058 eV
slope from finite difference = -9.2058 eV
coefficient of lambda^2 = 10.1602 eV
optimal step lambda = 0.4530
E at lambda = 0: 5.8600 eV
E at lambda = 1: 6.8144 eV
E at optimal lambda: 3.7747 eV
eigenvalues of damped D: [0.3453 0.5074 0.5189 0.6285]
eigenvalues of P + 0.2(P-D): [-0.1897 -0.1333  1.1433  1.1797]
ring levels (eV): [-1.  0.  0.  1.]
ring minimum, projected gradient = -1.0000 eV
ring Tr(F D), half-filled pair = -1.0000 eV
ring Tr(D - D^2) of that D = 0.5000
largest hull rebuilding error = 2.9e-15
largest solver deviation, random F = 1.8e-15
done: every assertion held
```
